# Why the singlet P quantum defect of helium is negative

Q: I fit the helium $1snp$ series and find quantum defects near $-0.012$ for singlets and $0.068$ for triplets. I think of a defect as the extra binding gained when the outer electron dips into the core. How can it be negative?

A: First let us fix what the sign means. I use Rydberg units: energies in Ry, lengths in bohr, electron repulsion $2/r_{12}$. The nucleus is infinitely heavy and relativity is left out. The defect $\delta$ is defined by

$$E=-4-\frac{1}{(n-\delta)^2},$$

where $-4$ is the energy of He$^+$ in its ground state. For small $\delta$,

$$-\frac1{(n-\delta)^2}=-\frac1{n^2}-\frac{2\delta}{n^3}-\frac{3\delta^2}{n^4}-\dots$$

If the level is shifted by $\Delta E$ from $-4-1/n^2$, then to leading order

$$\delta=-\frac{n^3}{2}\,\Delta E .$$

The first neglected term is $3\delta/(2n)$ of the one kept, about 5% for $\delta=0.068$ and $n=2$. Attraction gives a positive defect and repulsion a negative one. Your singlet electron therefore feels a net repulsion relative to a unit point charge. Your two numbers belong to high $n$; the defects drift somewhat along the series.

Q: Which interactions can shift the level?

A: Start with hydrogenic orbitals: $a$ is $1s$ for nuclear charge 2, and $b$ is $np$ for charge 1, since the core electron screens one unit. The spatial functions are

$$\Psi_\pm=\frac{a(1)b(2)\pm b(1)a(2)}{\sqrt2},$$

with $+$ for singlets and $-$ for triplets. The Hamiltonian is $H=h(1)+h(2)+2/r_{12}$ with $h=-\nabla^2-4/r$.

Because $a$ and $b$ have different angular momenta, $\langle a|b\rangle=\langle a|h|b\rangle=0$, so one-electron cross terms vanish. What remains is $\langle a|h|a\rangle=-4$ and, on writing $h=(-\nabla^2-2/r)-2/r$,

$$\langle b|h|b\rangle=-\frac1{n^2}-\Big\langle\frac2r\Big\rangle_b .$$

Adding the repulsion gives $\Delta E=D\pm K$, where

$$D=\Big\langle ab\Big|\frac{2}{r_{12}}\Big|ab\Big\rangle-\Big\langle\frac2r\Big\rangle_b,\qquad K=\Big\langle ab\Big|\frac{2}{r_{12}}\Big|ba\Big\rangle .$$

$D$ is penetration and $K$ is exchange. Polarisation is absent because the core orbital has not been allowed to respond.

Q: Take penetration first. Is it attractive, as I thought?

A: Yes. Let $P$ denote $r$ times a radial function, so $P_{1s}^2=32r^2e^{-4r}$. Core charge at radius $s<r$ acts on the outer electron as if it sat at the centre; charge at $s>r$ contributes $2/s$. Subtracting $2/r=2\int_0^\infty P_{1s}^2(s)\,ds/r$ cancels the inner part:

$$V(r)=2\int_r^\infty P_{1s}^2(s)\Big(\frac1s-\frac1r\Big)ds .$$

Only arrangements with the core electron outside the outer one contribute, and they contribute negatively. The two integrals are

$$\int_r^\infty 32s\,e^{-4s}ds=e^{-4r}(8r+2),$$

$$\frac1r\int_r^\infty 32s^2e^{-4s}ds=e^{-4r}\Big(8r+4+\frac1r\Big),$$

and therefore

$$V(r)=-2e^{-4r}\Big(\frac1r+2\Big).$$

For $2p$, $P_{2p}=r^2e^{-r/2}/(2\sqrt6)$ and $P_{2p}^2=r^4e^{-r}/24$. Hence

$$D=-\frac1{12}\int_0^\infty(r^3+2r^4)e^{-5r}dr=-\frac1{12}\Big(\frac{6}{5^4}+\frac{48}{5^5}\Big)=-0.00208\ \text{Ry}.$$

With $n^3/2=4$, the penetration defect is $\delta_{\rm pen}=26/3125=0.0083$.

Q: And exchange?

A: $K$ is twice the electrostatic self-energy of the overlap charge $ab$, so it is positive. Physically, $\Psi_+$ is enhanced where the electrons meet and $\Psi_-$ vanishes there. With these fixed orbitals the singlet pays more repulsion, the triplet less; once the orbitals relax, the repulsion energy alone need not keep this order.

To evaluate it, expand

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\theta_{12}),\qquad P_k=\frac{4\pi}{2k+1}\sum_qY_{kq}^*(1)Y_{kq}(2).$$

The overlap of an $s$ and a $p$ orbital has angular form $Y_{00}Y_{1m}$, so only $k=1$ survives. The factor is $Y_{00}^2\cdot4\pi/3=1/3$, giving

$$K=\frac23R^1,\qquad R^1=\int\!\!\int\rho(r)\rho(s)\frac{r_<}{r_>^2}\,dr\,ds,\qquad\rho=P_{1s}P_{np}.$$

For $2p$, $\rho=(2/\sqrt3)\,r^3e^{-5r/2}$. The regions $r>s$ and $r<s$ contribute equally, so

$$R^1=\frac83\int_0^\infty s^4e^{-5s/2}\Big[\int_s^\infty re^{-5r/2}dr\Big]ds .$$

The bracket is $e^{-5s/2}(2s/5+4/25)$. Then

$$R^1=\frac83\Big(\frac25\,\frac{5!}{5^6}+\frac4{25}\,\frac{4!}{5^5}\Big)=\frac{896}{78125},$$

so $K=0.00765$ Ry and $\delta_{\rm ex}=4K=0.0306$. At first order the $2p$ defects are

$$\delta_{\rm singlet}=0.0083-0.0306=-0.0223,\qquad\delta_{\rm triplet}=0.0083+0.0306=0.0389 .$$

Q: Both effects need the electrons to share the same small region. Why is exchange almost four times larger?

A: Penetration needs the core electron to be outside the $2p$ electron. In the product state that has probability 0.0047. Exchange has no such ordering condition: the overlap charge interacts with itself in every arrangement.

The exponentials show the difference in range. The penetration integrand carries the core density, $e^{-4r}$, while each overlap charge carries only the core amplitude, $e^{-2r}$. The outer orbital is sampled at a mean radius of 0.92 bohr in the penetration integrand and 1.40 bohr in the exchange integrand. Since $P_{2p}$ starts as $r^2$, extra reach is valuable.

Q: My values are for high $n$. Does the $2p$ result carry over?

A: The defect has a finite limit, because the inner part of $P_{np}$ keeps its shape and its square scales as $n^{-3}$. The radial equation is

$$P''+\Big(\frac2r-\frac2{r^2}-\frac1{n^2}\Big)P=0 .$$

Near the core drop $1/n^2$. The regular solution is $F=\sqrt{2r}\,J_3(z)$ with $z=\sqrt{8r}$. To check, note that $F=zJ_3/2$ and $d/dr=(4/z)\,d/dz$, so

$$F''=\frac8z\Big(J_3''+\frac{J_3'}z-\frac{J_3}{z^2}\Big)=\frac8z\Big(\frac8{z^2}-1\Big)J_3=\Big(\frac2{r^2}-\frac2r\Big)F,$$

where Bessel's equation was used in the middle step.

The normalisation follows from the semiclassical region, where the averaged density is $P_{np}^2=C/k$ with $k=\sqrt{2/r-1/n^2}$. For large $n$,

$$1=C\int_0^{2n^2}\frac{dr}{k}=C\,n\int_0^{2n^2}\sqrt{\frac{r}{2n^2-r}}\,dr=C\pi n^3 .$$

Thus $n^3P_{np}^2$ averages to $1/(\pi k)$. At large $z$, $J_3^2$ averages to $1/(\pi z)$, so $F^2$ averages to $2r/(\pi\sqrt{8r})=1/(\pi\sqrt{2/r})$, the same thing. Hence $n^{3/2}P_{np}\to F$.

Q: What do the two integrals become?

A: For penetration,

$$\delta_{\rm pen}=-\frac12\int_0^\infty F^2V\,dr=\int_0^\infty(2+4r)\,e^{-4r}J_3^2(\sqrt{8r})\,dr .$$

Weber's second exponential integral gives

$$W(p)=\int_0^\infty e^{-pr}J_3^2(\sqrt{8r})\,dr=\frac{x}{4}e^{-x}I_3(x),\qquad x=\frac4p .$$

We need $2W-4\,dW/dp$ at $p=4$, where $x=1$ and $dx/dp=-4/p^2=-1/4$. There $dW/dx=e^{-1}I_3'(1)/4$, because the derivatives of $x$ and $e^{-x}$ cancel. With $I_3'(1)=I_2(1)-3I_3(1)$,

$$\delta_{\rm pen}=\frac1e\Big(\frac{I_3}{2}+\frac{I_3'}{4}\Big)=\frac{I_2(1)-I_3(1)}{4e}=0.0104 .$$

Direct quadrature confirms this value. For exchange, $\delta_{\rm ex}=(n^3/2)K=n^3R^1/3$ tends to $R^1/3$ with $\rho=P_{1s}F$, which is 0.0351 numerically. The first-order limits are $-0.0247$ for singlets and 0.0456 for triplets. The sign is already right, but neither number is yours.

Q: The core should also polarise. I would add the potential $-\alpha/r^4$.

A: Let us find $\alpha$ and try it. An outer electron at distance $R$ perturbs the core by $g\,r\cos\theta$, with $g=2/R^2$ (the sign of the field does not matter at second order). Write the first-order change of the core as $-g\,u\,\phi_0$, with $\phi_0\propto e^{-2r}$ and $u=(c_1r+c_2r^2)\cos\theta$. The condition $(h+4)(u\phi_0)=r\cos\theta\,\phi_0$ becomes

$$-\nabla^2u+4\,\frac{\partial u}{\partial r}=r\cos\theta .$$

Since $\nabla^2(r\cos\theta)=0$ and $\nabla^2(r^2\cos\theta)=4\cos\theta$, this reads $-4c_2+4c_1+8c_2r=r$, so $c_1=c_2=1/8$. The energy is

$$E_2=-\frac{g^2}{8}\cdot\frac13\langle r^2+r^3\rangle=-\frac{g^2}{24}\Big(\frac34+\frac{15}{16}\Big)=-\frac{9}{32}\,\frac1{R^4}.$$

So $\alpha=9/32$ bohr$^3$. For $2p$, $\langle r^{-4}\rangle=\int_0^\infty e^{-r}dr/24=1/24$, and the first-order defect would be $4\cdot(9/32)/24=0.047$. For general $n$ the hydrogenic moment is $\langle r^{-4}\rangle=(3n^2-2)/(7.5n^5)$, so the limit is $\alpha\cdot0.4/2=0.056$. Added to $-0.0247$, this gives $+0.032$: at first order the singlet would have the wrong sign. Beyond first order the potential fails outright, because near $r=0$ the term $-\alpha/r^4$ overwhelms the centrifugal term $2/r^2$ and there is no lowest level.

Q: What went wrong?

A: The formula assumes that the outer electron is far outside the core and slow. Yet a fraction $1-e^{-1}=0.63$ of the $2p$ value of $\langle r^{-4}\rangle$ comes from $r<1$ bohr, where the first assumption fails.

A better estimate keeps the true dipole interaction and both excitation energies. The core goes from $1s$ to $p'$ while the outer electron goes from $np$ to $l''=s$ or $d$:

$$\delta_{\rm pol}=\frac{n^3}{2}\sum_{p',l''}\frac{4c_{l''}^2\,[R^1(1s\,p';np\,l'')]^2}{\varepsilon_{p'}+4+\varepsilon_{l''}+1/n^2}.$$

Here $R^1$ is built from the two transition densities $P_{1s}P_{p'}$ and $P_{np}P_{l''}$. The angular weights $c^2$ are $1/9$ for $s$ and $2/9$ for $d$; they add to $\langle\cos^2\theta_{12}\rangle=1/3$. The denominator is positive: exciting the core costs at least 3 Ry, while the outer electron can release less than 1 Ry. Polarisation is therefore attractive, and the sum gives 0.0127 for $2p$ and 0.0126 at high $n$. This estimate ignores exchange in the excited states, other multipoles and higher orders.

Q: Then the singlet is $-0.0247+0.0126=-0.0121$. Is the problem solved?

A: The sign is explained, but that close agreement is partly luck. The same recipe gives the triplet $0.0456+0.0126=0.0582$, well short of 0.068. The outer orbital has been held hydrogenic, and it should relax.

Keep $1s$ frozen and solve for the outer orbital:

$$-P''+\Big[\frac2{r^2}-\frac2r+V(r)\Big]P\pm\frac23P_{1s}(r)\int_0^\infty\frac{r_<}{r_>^2}P_{1s}(s)P(s)\,ds=\varepsilon P .$$

Without the exchange term the high-$n$ defect is $+0.0115$. With it, the singlet has $-0.0233$ and the triplet 0.0562. In this model, switching on exchange is what turns the singlet negative.

Q: Exchange now shifts the two spins unequally. Why?

A: For $2p$ this follows from the variational principle. Multiply the exchange term by a strength $\lambda$. For each trial orbital the energy is linear in $\lambda$, and the lowest energy is the minimum over these straight lines, hence concave. Lowering at $\lambda=-1$ must be at least as large as raising at $\lambda=+1$. Using $\varepsilon=-1/(2-\delta)^2$ with the frozen-core defects, the energies are $-0.2449$ (singlet), $-0.2523$ (no exchange) and $-0.2626$ Ry (triplet). The singlet rises by 0.0074 Ry and the triplet falls by 0.0103 Ry.

Q: What happens when the core is released as well?

A: I used configuration interaction with $sp$, $pd$, $df$ and $fg$ pairs. Its gain over the frozen core contains polarisation and the remaining correlation, which this calculation does not separate. At high $n$ the account is

$$\text{singlet:}\quad0.0115-0.0348+0.0109=-0.0124,$$

$$\text{triplet:}\quad0.0115+0.0447+0.0121=0.0683 .$$

The terms are relaxed penetration, exchange, and polarisation with correlation. The spin average of the last term is 0.0115, close to the second-order estimate of 0.0126. In the singlet, the small errors of the simple recipe largely cancel; in the triplet, the missing relaxation of the outer orbital is the largest error.

Q: How far should I trust the last digits?

A: To about the third decimal. The high-$n$ values come from a straight line in $1/n^2$ through $n=4$ and 5. For the singlet,

$$-0.01207+(-0.01207+0.01186)\,\frac{1/25}{1/16-1/25}\approx-0.0124 .$$

For the first-order integrals, this extrapolation was tested against the Bessel limits and agreed within $2\times10^{-4}$. Adding the $fg$ pairs raised the singlet limit by 0.0002 and the triplet limit by 0.00003. Higher pairs, relativity and nuclear motion are omitted. The higher pairs matter for the singlet. A basis that depends explicitly on $r_{12}$ raises its defects at $n=2$ to 5 by 0.0002 to 0.0003. That moves the singlet limit to about $-0.0122$ and raises its polarisation-with-correlation term by the same amount. The triplet defects move by less than 0.0001. Extrapolating from $n=8$ and 9 instead of 4 and 5 moves the frozen-core triplet limit from 0.0562 to 0.0561. The fourth decimals in the account above, and in the mean and half-difference below, carry these shifts. The numerical output gives the defects for each $n$.

Q: Can I see the same physics in the calculated spacing of one pair of levels?

A: Look at the $1s2p$ splitting. First order gives $2K=0.0153$ Ry, or 0.208 eV. Configuration interaction puts the singlet at $-4.2476$ Ry and the triplet at $-4.2663$ Ry, a splitting of 0.0187 Ry, or 0.254 eV. The missing higher pairs lower the singlet to $-4.2477$ Ry and the splitting to 0.0186 Ry, still 0.254 eV. The hydrogenic integral thus supplies about four fifths of it.

At high $n$, half the triplet–singlet difference in defect is 0.0404, while the mean defect is $(0.0683-0.0124)/2=0.0279$. The mean is positive: penetration and polarisation with correlation give about 0.0115 each, and the unequal exchange shifts add about 0.005. But the spin-dependent part is larger. That puts the singlet below zero.

## Values computed for the example and the checks

```
Defects are dimensionless; energies in Ry; lengths in bohr
2p penetration defect, exact: 26/3125 = 0.008320
2p exchange defect, exact: 7168/234375 = 0.030583
2p direct shift D: -0.002080 Ry
2p exchange energy K: 0.007646 Ry
Probability core electron outside 2p electron: 0.00467
Mean radius of 2p penetration integrand: 0.923 bohr
Mean radius of 2p exchange integrand: 1.400 bohr
He+ dipole polarisability: 0.28125 bohr^3
Share of 2p <r^-4> from r < 1 bohr: 0.632
First order and polarisation, by n:
 n  penetration  exchange  point dipole  second-order dipole
 2  0.00832  0.03058  0.04688  0.01267
 3  0.00953  0.03334  0.05208  0.01257
 4  0.00994  0.03417  0.05391  0.01258
 5  0.01012  0.03453  0.05475  0.01259
 inf  0.01045  0.03514  0.05625  0.01261
First-order limit, singlet: -0.02470
First-order limit, triplet: 0.04559
Singlet, first order + second-order dipole: -0.01209
Triplet, first order + second-order dipole: 0.05820
Singlet, first order + point dipole: 0.03155
Frozen core (no exchange, singlet, triplet); full CI (singlet, triplet)
 2  0.00911  -0.02073  0.04872  -0.00955  0.06224
 3  0.01045  -0.02232  0.05325  -0.01137  0.06591
 4  0.01090  -0.02278  0.05459  -0.01186  0.06700
 5  0.01110  -0.02298  0.05517  -0.01207  0.06747
 inf  0.01146  -0.02333  0.05620  -0.01243  0.06831
Account at n = inf: relaxed penetration, exchange, pol.+corr., total
 singlet: 0.01146  -0.03479  +0.01090  -0.01243
 triplet: 0.01146  +0.04473  +0.01211  +0.06831
Spin mean of pol.+corr.: 0.01150
Half the triplet-singlet defect difference, full CI: 0.04037
Change from adding fg pairs, singlet limit: 0.000199
Change from adding fg pairs, triplet limit: 0.000033
Full CI energy 1s2p singlet: -4.24763 Ry
Full CI energy 1s2p triplet: -4.26632 Ry
1s2p singlet-triplet splitting, full CI: 0.01869 Ry = 0.2543 eV
1s2p splitting 2K, first order: 0.01529 Ry = 0.2081 eV
```
